# Kramers-averaged 1s core hole of argon: relativity in the K binding energy: test program

```python
"""
Result under test: the K binding energy of argon, B = E(1s hole) - E(neutral),
is raised by relativity by an amount of the order of ten eV.

The 1s-hole energy is the average over the two Kramers partners. With C the
closed-shell projector, O the 1s-pair projector, and G[D] direct minus exchange:
    E = tr h(C + O/2) + (1/2) tr C G[C] + (1/2) tr O G[C].
The hole is held in 1s by maximum overlap with the preceding orbitals.
P, Q: large and small radial components; kappa: Dirac angular quantum number;
c: speed of light. Internal units are atomic; printed units are eV and angstrom.
c = None selects the Schroedinger problem in the same large-component basis.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants, fine_structure
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf
from pyscf.scf import hf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
LIGHT = 1.0 / fine_structure
Z = 18
KAPPAS = (-1, 1, -2)
N_SHELLS = {-1: 3, 1: 2, -2: 2}
DEGENERACY = {k: 2 * abs(k) for k in KAPPAS}

# Radial grid: Gauss-Legendre elements in ln r, with cumulative integration.
N_ELEM, N_PT = 40, 8
edges = np.linspace(np.log(4e-7), np.log(27.0), N_ELEM + 1)
half = (edges[1] - edges[0]) / 2
x, wx = np.polynomial.legendre.leggauss(N_PT)
r = np.exp((edges[:-1, None] + half * (x + 1)).ravel())
weight = np.tile(wx * half, N_ELEM) * r
power = np.arange(N_PT)
cumulative = (x[:, None] ** (power + 1) - (-1.0) ** (power + 1)) / (power + 1)
local = cumulative @ np.linalg.inv(x[:, None] ** power) * half
inner = np.zeros((r.size, r.size))
for e in range(N_ELEM):
    rows = slice(e * N_PT, (e + 1) * N_PT)
    inner[rows, :e * N_PT] = np.tile(wx * half, e)
    inner[rows, rows] = local
inner *= r
outer = weight - inner
KERNEL = []
for L in range(3):
    pot = (r[:, None] ** (-L - 1.0) * inner * r ** L
           + r[:, None] ** L * outer * r ** (-L - 1.0))
    pot = weight[:, None] * pot
    KERNEL.append((pot + pot.T) / 2)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


EXCHANGE = {}
for ka in KAPPAS:
    for kb in KAPPAS:
        ja, jb = Rational(2 * abs(ka) - 1, 2), Rational(2 * abs(kb) - 1, 2)
        terms = []
        for L in range(int(abs(ja - jb)), int(ja + jb) + 1):
            if (orbital_l(ka) + orbital_l(kb) + L) % 2 == 0:
                w3 = wigner_3j(ja, L, jb, Rational(1, 2), 0, -Rational(1, 2))
                terms.append((L, DEGENERACY[kb] * float(w3 ** 2)))
        EXCHANGE[ka, kb] = terms


def gram(a, b, f=1.0):
    return a.T @ ((weight * f)[:, None] * b)


def orthonormal_mix(functions):
    _, s, vt = np.linalg.svd(np.sqrt(weight)[:, None] * functions,
                             full_matrices=False)
    return vt.T / s


def build_channel(kappa, exponents, c):
    l = orbital_l(kappa)
    g = r[:, None] ** (l + 1) * np.exp(-exponents * r[:, None] ** 2)
    g /= np.sqrt(weight @ g ** 2)
    dg = g * ((l + 1 + kappa) / r[:, None] - 2 * exponents * r[:, None])
    mix = orthonormal_mix(g)
    large, slope = g @ mix, dg @ mix
    nuclear = -Z / r
    if c is None:
        kinetic = gram(slope, slope) / 2
        return SimpleNamespace(P=large, Q=np.zeros_like(large), mix=mix, n_neg=0,
                               kinetic=kinetic,
                               h=kinetic + gram(large, large, nuclear))
    dg = dg / np.sqrt(weight @ dg ** 2)
    small = dg @ orthonormal_mix(dg)
    n = exponents.size
    coupling = c * gram(small, slope)
    h = np.block([[gram(large, large, nuclear), coupling.T],
                  [coupling, gram(small, small, nuclear) - 2 * c * c * np.eye(n)]])
    zero = np.zeros_like(large)
    return SimpleNamespace(P=np.hstack([large, zero]), Q=np.hstack([zero, small]),
                           mix=mix, n_neg=n, kinetic=None, h=(h + h.T) / 2)


def build_atom(s_exp, p_exp, c):
    return {k: build_channel(k, s_exp if k == -1 else p_exp, c) for k in KAPPAS}


def two_electron(atom, shells):
    """Direct minus exchange matrices of shells (kappa, vector, filling)."""
    orbs = [(k, atom[k].P @ v, atom[k].Q @ v, f) for k, v, f in shells]
    density = sum(DEGENERACY[k] * f * (p * p + q * q) for k, p, q, f in orbs)
    direct = (KERNEL[0] @ density) / weight
    result = {}
    for ka in KAPPAS:
        P, Q = atom[ka].P, atom[ka].Q
        g = gram(P, P, direct) + gram(Q, Q, direct)
        for kb, p, q, f in orbs:
            pair = P * p[:, None] + Q * q[:, None]
            for L, coef in EXCHANGE[ka, kb]:
                g -= f * coef * (pair.T @ (KERNEL[L] @ pair))
        result[ka] = g
    return result


def evaluate(atom, C, closed, hole):
    """Energy and Fock matrices; hole is the half-filled s orbital or None."""
    shells = [(k, C[k][:, i], 1.0) for k in KAPPAS for i in closed[k]]
    g = two_electron(atom, shells)
    f_closed = {k: atom[k].h + g[k] for k in KAPPAS}
    f_open, energy = None, 0.0
    if hole is not None:
        o = C[-1][:, hole]
        f_open = f_closed[-1]
        g_half = two_electron(atom, [(-1, o, 0.5)])
        f_closed = {k: f_closed[k] + g_half[k] for k in KAPPAS}
        energy += 0.5 * o @ (atom[-1].h + f_open) @ o
    for k, v, _ in shells:
        energy += 0.5 * DEGENERACY[k] * v @ (atom[k].h + f_closed[k]) @ v
    return energy, f_closed, f_open


def run_scf(atom, start=None, rule="energy"):
    """Neutral atom if start is None; otherwise a half-filled s pair."""
    if start is None:
        C, closed, hole = {}, {}, None
        screening = (Z - 1) * (1 - np.exp(-2.5 * r)) / r
        for k in KAPPAS:
            a = atom[k]
            guess = a.h + gram(a.P, a.P, screening) + gram(a.Q, a.Q, screening)
            C[k] = np.linalg.eigh(guess)[1]
            closed[k] = a.n_neg + np.arange(N_SHELLS[k])
    else:
        C, closed, hole = start
    mixed, overlaps = {}, []
    for iteration in range(1, 121):
        energy, f_closed, f_open = evaluate(atom, C, closed, hole)
        residual, updated = 0.0, {}
        for k in KAPPAS:
            m = C[k].T @ f_closed[k] @ C[k]
            cl = closed[k]
            if k == -1 and hole is not None:
                mo = C[k].T @ f_open @ C[k]
                bridge = 2 * m[hole, cl] - mo[hole, cl]
                m[hole, :], m[:, hole] = mo[hole, :], mo[:, hole]
                m[hole, cl] = m[cl, hole] = bridge
                residual = max(residual, np.abs(np.delete(m[hole], hole)).max())
            rest = np.setdiff1d(np.arange(len(m)), cl)
            residual = max(residual, np.abs(m[np.ix_(cl, rest)]).max())
            matrix = C[k] @ m @ C[k].T
            updated[k] = (matrix + matrix.T) / 2
        if residual < 1e-5:
            return SimpleNamespace(E=energy, C=C, closed=closed, hole=hole,
                                   f_closed=f_closed, f_open=f_open,
                                   iterations=iteration, overlaps=overlaps)
        new_C, new_closed, new_hole = {}, {}, None
        for k in KAPPAS:
            mixed[k] = (0.75 * updated[k] + 0.25 * mixed[k]) if k in mixed else updated[k]
            V = np.linalg.eigh(mixed[k])[1]
            has_hole = k == -1 and hole is not None
            count = len(closed[k])
            if rule == "energy":
                chosen = atom[k].n_neg + np.arange(count)
                if has_hole:
                    new_hole = atom[k].n_neg + count
            else:
                score = ((V.T @ C[k][:, closed[k]]) ** 2).sum(axis=1)
                if has_hole:
                    likeness = (V.T @ C[k][:, hole]) ** 2
                    new_hole = int(np.argmax(likeness))
                    overlaps.append(likeness[new_hole])
                    score[new_hole] = -1.0
                chosen = np.sort(np.argsort(-score)[:count])
            new_C[k], new_closed[k] = V, chosen
        C, closed, hole = new_C, new_closed, new_hole
    raise AssertionError("SCF did not converge")


def hole_start(neutral):
    closed = dict(neutral.closed)
    closed[-1] = neutral.closed[-1][1:]
    return neutral.C, closed, int(neutral.closed[-1][0])


def neutral_and_hole(atom):
    neutral = run_scf(atom)
    return neutral, run_scf(atom, hole_start(neutral), rule="overlap")


def occupied(state):
    items = [(k, state.C[k][:, i], DEGENERACY[k])
             for k in KAPPAS for i in state.closed[k]]
    if state.hole is not None:
        items.append((-1, state.C[-1][:, state.hole], 1))
    return items


def frozen_binding(atom, neutral):
    return evaluate(atom, *hole_start(neutral))[0] - neutral.E


# Main calculations.
s_exp, p_exp = 0.05 * 2.2 ** np.arange(26), 0.05 * 2.2 ** np.arange(20)
dirac, schro = build_atom(s_exp, p_exp, LIGHT), build_atom(s_exp, p_exp, None)
nD, hD = neutral_and_hole(dirac)
nS, hS = neutral_and_hole(schro)
BD, BS = (hD.E - nD.E) * EV, (hS.E - nS.E) * EV
shift = BD - BS

# Hydrogen-like levels against the closed Dirac formula.
gamma = np.sqrt(1 - (Z / LIGHT) ** 2)
exact1 = LIGHT ** 2 * (gamma - 1)
exact2 = LIGHT ** 2 * (np.sqrt((1 + gamma) / 2) - 1)
level_s = np.linalg.eigvalsh(dirac[-1].h)[dirac[-1].n_neg:]
level_p = np.linalg.eigvalsh(dirac[1].h)[dirac[1].n_neg:]
hyd_error = max(abs(level_s[0] - exact1), abs(level_s[1] - exact2),
                abs(level_p[0] - exact2)) * EV
assert hyd_error < 0.02
bare_shift = (-exact1 - Z ** 2 / 2) * EV

# Scaling theorems; the finite basis is not exactly closed under scaling.
small_norm = sum(n * (weight @ (dirac[k].Q @ v) ** 2) for k, v, n in occupied(hD))
kinetic = sum(n * v @ schro[k].kinetic @ v for k, v, n in occupied(hS))
virial_D = (hD.E + 2 * LIGHT ** 2 * small_norm) * EV
virial_S = (hS.E + kinetic) * EV
assert abs(virial_D) < 0.1 and abs(virial_S) < 0.1

# Frozen-orbital removal energy and the spurious fractional-filling term.
v1 = nD.C[-1][:, nD.closed[-1][0]]
epsD = v1 @ nD.f_closed[-1] @ v1 * EV
u1 = nS.C[-1][:, nS.closed[-1][0]]
epsS = u1 @ nS.f_closed[-1] @ u1 * EV
assert abs(frozen_binding(dirac, nD) * EV + epsD) < 1e-4
assert abs(frozen_binding(schro, nS) * EV + epsS) < 1e-4
o1 = hD.C[-1][:, hD.hole]
spurious = 0.5 * o1 @ (hD.f_closed[-1] - hD.f_open) @ o1 * EV
rho = (dirac[-1].P @ o1) ** 2 + (dirac[-1].Q @ o1) ** 2
assert abs(spurious - rho @ KERNEL[0] @ rho / 4 * EV) < 1e-5

# Maximum overlap keeps the hole; energy ordering in the s channel loses it.
# Both runs start from the neutral orbitals with a 1s vacancy.
overlap_neutral = (o1 @ v1) ** 2
assert min(hD.overlaps) > 0.9 and overlap_neutral > 0.9
control = run_scf(dirac, hole_start(nD), rule="energy")
B_control = (control.E - nD.E) * EV
control_overlap = (control.C[-1][:, control.hole] @ v1) ** 2
assert B_control < 100
assert control_overlap < 0.1

# A coarser basis, and the inverse-square dependence on c.
s2, p2 = 0.05 * 2.6 ** np.arange(20), 0.05 * 2.6 ** np.arange(14)
schro2 = build_atom(s2, p2, None)
nS2, hS2 = neutral_and_hole(schro2)
shifts2 = []
for c in (LIGHT, 4 * LIGHT):
    n2, h2 = neutral_and_hole(build_atom(s2, p2, c))
    shifts2.append(((h2.E - n2.E) - (hS2.E - nS2.E)) * EV)
basis_change = shifts2[0] - shift
c_ratio = shifts2[0] / shifts2[1]
assert abs(basis_change) < 0.05
assert abs(c_ratio / 16 - 1) < 0.04


def pyscf_atom(s_list, p_list, charge, spin):
    basis = [[0, [float(z), 1.0]] for z in s_list]
    basis += [[1, [float(z), 1.0]] for z in p_list]
    return gto.M(atom="Ar 0 0 0", basis={"Ar": basis}, charge=charge,
                 spin=spin, verbose=0)


# Relaxed Schroedinger hole as one explicit spin-polarized determinant.
mol = pyscf_atom(s2, p2, 1, 1)
s_coef = schro2[-1].mix @ hS2.C[-1]
p_coef = schro2[1].mix @ hS2.C[1][:, hS2.closed[1]]
columns_b = np.zeros((mol.nao_nr(), 2 + 3 * 2))
column_hole = np.zeros((mol.nao_nr(), 1))
offsets = mol.ao_loc_nr()
for shell in range(mol.nbas):
    z, at = mol.bas_exp(shell)[0], offsets[shell]
    if mol.bas_angular(shell) == 0:
        i = np.argmin(abs(s2 / z - 1))
        columns_b[at, :2] = s_coef[i, hS2.closed[-1]]
        column_hole[at, 0] = s_coef[i, hS2.hole]
    else:
        i = np.argmin(abs(p2 / z - 1))
        for m in range(3):
            columns_b[at + m, 2 + 2 * m:4 + 2 * m] = p_coef[i]
dm_b = columns_b @ columns_b.T
dms = np.array([dm_b + column_hole @ column_hole.T, dm_b])
vj, vk = hf.dot_eri_dm(mol.intor("int2e", aosym="s8"), dms, hermi=1)
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
total = dms.sum(axis=0)
E_det = (np.sum(core * total) + 0.5 * np.sum((vj[0] + vj[1]) * total)
         - 0.5 * np.sum(vk * dms))
det_error = (E_det - hS2.E) * EV
assert abs(det_error) < 2e-3

# Four-component spinor code: neutral atom and one frozen 1s-hole determinant.
s3, p3 = 0.12 * 3.5 ** np.arange(9), 0.12 * 3.5 ** np.arange(5)
tiny = build_atom(s3, p3, LIGHT)
n3 = run_scf(tiny)
mol3 = pyscf_atom(s3, p3, 0, 0)
mf = scf.DHF(mol3)
mf.conv_tol = 1e-10
E_spinor = mf.kernel()
assert mf.converged
spinor_error = (E_spinor - n3.E) * EV
assert abs(spinor_error) < 2e-3
occ = mf.mo_occ.copy()
occ[np.where(occ > 0)[0][0]] = 0
dm = mf.make_rdm1(mf.mo_coeff, occ)
E_hole_det = mf.energy_elec(dm, mf.get_hcore(), mf.get_veff(mol3, dm))[0].real
hole_det_error = (E_hole_det - E_spinor - frozen_binding(tiny, n3)) * EV
assert abs(hole_det_error) < 0.02

# Magnetic energy of the 1s pair: angular factors from explicit Dirac matrices.
ct, wt = np.polynomial.legendre.leggauss(6)
phi = np.arange(12) * 2 * np.pi / 12
T, F = [a.ravel() for a in np.meshgrid(ct, phi, indexing="ij")]
directions = np.array([np.sqrt(1 - T ** 2) * np.cos(F),
                       np.sqrt(1 - T ** 2) * np.sin(F), T]).T
solid = np.repeat(wt, 12) * 2 * np.pi / 12
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli])
sigma_r = np.einsum("gk,kab->gab", directions, pauli)
upper = np.broadcast_to(np.eye(2), sigma_r.shape)
spinors = np.concatenate([upper, -1j * sigma_r], axis=1) / np.sqrt(4 * np.pi)
current = np.einsum("gai,kab,gbj->ijgk", spinors.conj(), alpha, spinors)
cosine = directions @ directions.T
angular = []
for poly in (np.ones_like(cosine), cosine, (3 * cosine ** 2 - 1) / 2):
    ker = poly * solid[:, None] * solid
    direct = np.einsum("iigk,gh,jjhk->", current, ker, current, optimize=True)
    exchange = np.einsum("ijgk,gh,jihk->", current, ker, current, optimize=True)
    angular.append(0.5 * (exchange - direct).real)
assert np.allclose(angular, [0, 8 / 3, 0], atol=1e-10)
radial_current = np.einsum("ijgk,gk->ijg", current, directions)
assert np.abs(radial_current).max() < 1e-12
pq = (dirac[-1].P @ v1) * (dirac[-1].Q @ v1)
magnetic = angular[1] * (pq @ KERNEL[1] @ pq) * EV
assert magnetic > 0
assert 10 < shift < 18 and 9 < shift - magnetic < 15


def mean_radius(atom, vector):
    density = (atom[-1].P @ vector) ** 2 + (atom[-1].Q @ vector) ** 2
    return weight @ (r * density) * ANG


rows = [
    ("neutral energy, Dirac-Coulomb", nD.E * EV, "eV", 3),
    ("1s-hole energy, Dirac-Coulomb", hD.E * EV, "eV", 3),
    ("neutral energy, Schroedinger", nS.E * EV, "eV", 3),
    ("1s-hole energy, Schroedinger", hS.E * EV, "eV", 3),
    ("K binding energy, Dirac-Coulomb", BD, "eV", 3),
    ("K binding energy, Schroedinger", BS, "eV", 3),
    ("relativistic contribution to K binding", shift, "eV", 3),
    ("same contribution", shift / EV, "hartree", 5),
    ("frozen-orbital K binding, Dirac-Coulomb", -epsD, "eV", 3),
    ("frozen-orbital K binding, Schroedinger", -epsS, "eV", 3),
    ("frozen-orbital relativistic contribution", epsS - epsD, "eV", 3),
    ("relaxation energy, Dirac-Coulomb", -epsD - BD, "eV", 3),
    ("relaxation energy, Schroedinger", -epsS - BS, "eV", 3),
    ("bare-nucleus 1s relativistic contribution", bare_shift, "eV", 3),
    ("1s-pair magnetic energy, first order", magnetic, "eV", 3),
    ("contribution less 1s-pair magnetic energy", shift - magnetic, "eV", 3),
    ("spurious term of fractional functional", spurious, "eV", 3),
    ("smallest successive squared 1s overlap", min(hD.overlaps), "", 6),
    ("squared overlap of hole 1s with neutral 1s", overlap_neutral, "", 6),
    ("energy-order control: removal energy", B_control, "eV", 3),
    ("energy-order control: squared 1s overlap", control_overlap, "", 6),
    ("mean 1s radius, neutral Dirac", mean_radius(dirac, v1), "angstrom", 6),
    ("mean 1s radius, hole Dirac", mean_radius(dirac, o1), "angstrom", 6),
    ("mean 1s radius, neutral Schroedinger", mean_radius(schro, u1), "angstrom", 6),
    ("contribution with c fourfold, coarse basis", shifts2[1], "eV", 4),
    ("ratio of contributions, c to fourfold c", c_ratio, "", 3),
    ("change of contribution in coarse basis", basis_change, "eV", 5),
    ("largest hydrogen-like level error", hyd_error, "eV", 6),
    ("scaling-theorem residual, Dirac hole", virial_D, "eV", 5),
    ("scaling-theorem residual, Schroedinger hole", virial_S, "eV", 5),
    ("explicit determinant minus averaged energy", det_error, "eV", 6),
    ("spinor code minus radial code, neutral", spinor_error, "eV", 6),
    ("spinor code minus radial code, frozen hole", hole_det_error, "eV", 6),
]
print(f"nuclear charge: {Z}; speed of light: {LIGHT:.6f} atomic units")
print(f"main basis: {s_exp.size} s and {p_exp.size} p exponents, ratio {s_exp[1] / s_exp[0]:.1f}")
print(f"coarse basis: {s2.size} s and {p2.size} p exponents, ratio {s2[1] / s2[0]:.1f}")
print(f"smallest exponent in both: {s_exp[0]:.2f} atomic units")
print(f"SCF cycles, Dirac: neutral {nD.iterations}, 1s hole {hD.iterations}, "
      f"energy-order control {control.iterations}")
for label, value, unit, digits in rows:
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())
print("done: every assertion held")
```

Output:

```
nuclear charge: 18; speed of light: 137.035999 atomic units
main basis: 26 s and 20 p exponents, ratio 2.2
coarse basis: 20 s and 14 p exponents, ratio 2.6
smallest exponent in both: 0.05 atomic units
SCF cycles, Dirac: neutral 12, 1s hole 10, energy-order control 11
neutral energy, Dirac-Coulomb: -14386.233 eV
1s-hole energy, Dirac-Coulomb: -11177.060 eV
neutral energy, Schroedinger: -14335.432 eV
1s-hole energy, Schroedinger: -11140.040 eV
K binding energy, Dirac-Coulomb: 3209.173 eV
K binding energy, Schroedinger: 3195.391 eV
relativistic contribution to K binding: 13.782 eV
same contribution: 0.50649 hartree
frozen-orbital K binding, Dirac-Coulomb: 3241.608 eV
frozen-orbital K binding, Schroedinger: 3227.552 eV
frozen-orbital relativistic contribution: 14.055 eV
relaxation energy, Dirac-Coulomb: 32.434 eV
relaxation energy, Schroedinger: 32.161 eV
bare-nucleus 1s relativistic contribution: 19.180 eV
1s-pair magnetic energy, first order: 1.969 eV
contribution less 1s-pair magnetic energy: 11.813 eV
spurious term of fractional functional: 75.651 eV
smallest successive squared 1s overlap: 0.999801
squared overlap of hole 1s with neutral 1s: 0.999827
energy-order control: removal energy: 33.430 eV
energy-order control: squared 1s overlap: 0.000000
mean 1s radius, neutral Dirac: 0.045311 angstrom
mean 1s radius, hole Dirac: 0.044851 angstrom
mean 1s radius, neutral Schroedinger: 0.045564 angstrom
contribution with c fourfold, coarse basis: 0.8546 eV
ratio of contributions, c to fourfold c: 16.126
change of contribution in coarse basis: -0.00063 eV
largest hydrogen-like level error: 0.002872 eV
scaling-theorem residual, Dirac hole: 0.00329 eV
scaling-theorem residual, Schroedinger hole: 0.00400 eV
explicit determinant minus averaged energy: -0.000001 eV
spinor code minus radial code, neutral: -0.000001 eV
spinor code minus radial code, frozen hole: -0.000021 eV
done: every assertion held
```
